**Zitterbewegung of a free one-dimensional Dirac packet, and its absence at positive energies**

The program propagates two-component packets under H = cσₓp + c²σ_z (ħ = m = 1) by split-operator steps and compares ⟨x⟩ with a momentum quadrature of the closed formula. Here E = c√(p² + c²), T = π/c² is the period belonging to frequency 2c², p₀ is the mean momentum and σ_p the momentum spread. It asserts that the trembling part of the velocity anticommutes with H, that the time-step error is of second order, and that the frequencies and fading agree with the derived formulas within stated tolerances. For the packet at rest with σ_p = 0.1c, the measured frequency falls from 1.0043 to 1.0004 times 2c² between the first and last ten periods of a 60 T run. After projection on positive energies, ⟨x⟩ follows a straight line to within 1.6 × 10⁻⁶ of the amplitude 1/(2c), and this remnant shrinks about fourfold when the step is halved. A packet moving with p₀ = 0.75c trembles at 1.249 times 2c², close to 2E(p₀), and fades as its positive- and negative-energy parts separate. A packet at rest with only its upper component filled contains negative energies, yet its mean position stays at zero to rounding error.

## Verification by program

```python
"""
Free one-dimensional Dirac packet, H = c*sigma_x*p + c^2*sigma_z (hbar = m = 1).
Result under test: for a Gaussian times (1,1)/sqrt(2) with momentum density rho,
  <x>(t) = integral rho * [c*nx^2*t + c*nz^2*sin(2*E*t)/(2*E)] dp,
  E = c*sqrt(p^2 + c^2), nx = c*p/E, nz = c^2/E.
The trembling has frequency 2E(p), close to 2c^2 for slow packets, and it is
absent after projection on positive energies.  Packets are propagated by
split-operator steps with FFTs; the formula is evaluated by quadrature.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm

c = 1.0 / const.fine_structure
period = np.pi / c**2                 # period belonging to frequency 2c^2
amp0 = 1.0 / (2.0 * c)                # trembling amplitude of a packet at rest
n_grid = 512
length = 300.0 / c
dx = length / n_grid
x = (np.arange(n_grid) - n_grid // 2) * dx
p = 2.0 * np.pi * np.fft.fftfreq(n_grid, dx)
energy = c * np.sqrt(p**2 + c**2)


def packet(p0, sigma_p, spinor):
    """Normalised Gaussian with momentum spread sigma_p times a constant spinor."""
    g = np.exp(-(x * sigma_p)**2 + 1j * p0 * x)
    psi = np.outer(np.array(spinor, dtype=complex), g)
    return psi / np.sqrt(np.sum(np.abs(psi)**2) * dx)


def project(psi, sign):
    """Normalised part of psi with the given energy sign, and its weight."""
    f = np.fft.fft(psi, axis=1)
    hf = np.array([c**2 * f[0] + c * p * f[1], c * p * f[0] - c**2 * f[1]])
    part = np.fft.ifft(0.5 * (f + sign * hf / energy), axis=1)
    weight = np.sum(np.abs(part)**2) * dx
    return part / np.sqrt(weight), weight


def propagate(psi, dt, n_steps):
    """Split-operator run; returns <x> at every step and the last packet."""
    half = np.exp(-0.5j * c**2 * dt * np.array([[1.0], [-1.0]]))
    cos_b, sin_b = np.cos(c * p * dt), -1j * np.sin(c * p * dt)
    mean_x = np.empty(n_steps + 1)
    mean_x[0] = np.sum(np.abs(psi)**2 @ x) * dx
    for k in range(n_steps):
        f = np.fft.fft(half * psi, axis=1)
        f = cos_b * f + sin_b * f[::-1]
        psi = half * np.fft.ifft(f, axis=1)
        mean_x[k + 1] = np.sum(np.abs(psi)**2 @ x) * dx
    return mean_x, psi


def closed_form(times, p0, sigma_p):
    """Quadrature of the closed formula; returns <x>(t) and the drift velocity."""
    q = np.linspace(p0 - 8 * sigma_p, p0 + 8 * sigma_p, 1001)
    rho = np.exp(-(q - p0)**2 / (2 * sigma_p**2))
    rho /= rho.sum()
    e = c * np.sqrt(q**2 + c**2)
    drift = c * np.sum(rho * (c * q / e)**2)
    tremble = np.sin(2 * np.outer(times, e)) @ (rho * c * (c**2 / e)**2 / (2 * e))
    return drift * times + tremble, drift


def crossing_frequency(times, signal):
    """Angular frequency from the first to the last upward zero crossing."""
    i = np.where((signal[:-1] < 0) & (signal[1:] >= 0))[0]
    t = times[i] - signal[i] * (times[i + 1] - times[i]) / (signal[i + 1] - signal[i])
    return 2 * np.pi * (len(t) - 1) / (t[-1] - t[0]), t[0], t[-1]


def off_line(times, signal):
    """Largest departure from the best straight line."""
    s = times / times[-1]
    return np.max(np.abs(signal - np.polyval(np.polyfit(s, signal, 1), s)))


# The trembling part of the velocity anticommutes with H.
cs, ps = sp.symbols("c p", positive=True)
sx, sz = sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[1, 0], [0, -1]])
h_sym = cs * ps * sx + cs**2 * sz
f_sym = cs * sx - cs**2 * ps * h_sym.inv()
assert (f_sym * h_sym + h_sym * f_sym).applyfunc(sp.simplify) == sp.zeros(2, 2)

# Energy shift caused by splitting, at one momentum.
dt = period / 100
p_test = 0.5 * c
e_test = c * np.sqrt(p_test**2 + c**2)
sxn, szn = np.array([[0, 1], [1, 0]]), np.diag([1, -1])
outer_factor = expm(-0.5j * c**2 * dt * szn)
step = outer_factor @ expm(-1j * c * p_test * dt * sxn) @ outer_factor
e_split = np.max(np.angle(np.linalg.eigvals(step))) / dt
shift_formula = -c**6 * p_test**2 * dt**2 / (6 * e_test)
assert abs((e_split - e_test) / shift_formula - 1) < 0.01

# Packet at rest: mixed and projected runs.
sigma = 0.1 * c
n_steps = 6000
t = dt * np.arange(n_steps + 1)
mixed0 = packet(0.0, sigma, [1, 1])
plus0, w_plus = project(mixed0, +1)
x_mixed, end_mixed = propagate(mixed0, dt, n_steps)
x_plus, end_plus = propagate(plus0, dt, n_steps)
x_formula, drift = closed_form(t, 0.0, sigma)
norm_error = abs(np.sum(np.abs(end_mixed)**2) * dx - 1)
assert norm_error < 1e-10
assert abs(w_plus - 0.5) < 1e-8
err_formula = np.max(np.abs(x_mixed - x_formula)) / amp0
assert err_formula < 3e-3             # second-order splitting error
slope_plus = np.polyfit(t / t[-1], x_plus, 1)[0] / t[-1]
assert abs(slope_plus / drift - 1) < 1e-3
resid_plus = off_line(t, x_plus) / amp0
assert resid_plus < 1e-4

# Frequency and fading of the trembling of the packet at rest.
zb = x_mixed - x_plus
freqs, predicted = [], []
for window in (slice(0, 1001), slice(5000, 6001)):
    w, t1, t2 = crossing_frequency(t[window], zb[window])
    extra = 0.5 * (np.arctan(2 * sigma**2 * t2) - np.arctan(2 * sigma**2 * t1))
    freqs.append(w / (2 * c**2))
    predicted.append(1 + extra / (t2 - t1) / (2 * c**2))
assert abs(freqs[0] - predicted[0]) < 4e-4
assert abs(freqs[1] - predicted[1]) < 1e-4
assert abs(freqs[1] - 1) < abs(freqs[0] - 1)
peaks, peak_formula = [], []
for start in (0, 5900):
    k = start + np.argmax(np.abs(zb[start:start + 101]))
    peaks.append(abs(zb[k]))
    peak_formula.append(amp0 * (1 + 4 * sigma**4 * t[k]**2)**-0.25)
    assert abs(peaks[-1] / peak_formula[-1] - 1) < 0.025

# Halving the step divides both errors by about four.
errors, residuals = [], []
for per_period in (25, 50):
    n = 10 * per_period
    stride = per_period // 25
    tt = (period / per_period * np.arange(n + 1))[::stride]
    xm = propagate(mixed0, period / per_period, n)[0][::stride]
    xp = propagate(plus0, period / per_period, n)[0][::stride]
    errors.append(np.max(np.abs(xm - closed_form(tt, 0.0, sigma)[0])))
    residuals.append(off_line(tt, xp))
ratio_error = errors[0] / errors[1]
ratio_resid = residuals[0] / residuals[1]
assert 3.8 < ratio_error < 4.2
assert 3.5 < ratio_resid < 4.5

# Mixed energies without a trembling mean position: upper component only.
upper0 = packet(0.0, sigma, [1, 0])
w_minus_upper = project(upper0, -1)[1]
x_upper = propagate(upper0, dt, 1000)[0]
assert w_minus_upper > 1e-3
assert np.max(np.abs(x_upper)) < 1e-6 * amp0

# Moving packet: frequency 2E(p0), damping by separation of the two parts.
p0, sigma_m = 0.75 * c, 0.03 * c
e0 = c * np.sqrt(p0**2 + c**2)
v0 = c**2 * p0 / e0
t_m = dt * np.arange(801)
moving0 = packet(p0, sigma_m, [1, 1])
moving_plus0, w_moving = project(moving0, +1)
x_moving = propagate(moving0, dt, 800)[0]
x_moving_plus = propagate(moving_plus0, dt, 800)[0]
zb_m = x_moving - closed_form(t_m, p0, sigma_m)[1] * t_m
freq_m = crossing_frequency(t_m, zb_m)[0] / (2 * c**2)
assert abs(freq_m / (e0 / c**2) - 1) < 2e-3
resid_moving = off_line(t_m, x_moving_plus) / amp0
assert resid_moving < 1e-3
k = 720 + np.argmax(np.abs(zb_m[720:]))
separation = 2 * v0 * t_m[k]
sigma_x_m = 1 / (2 * sigma_m)
amp_m0 = c * (c**2 / e0)**2 / (2 * e0)
damp_formula = np.exp(-separation**2 / (8 * sigma_x_m**2))
damp_run = abs(zb_m[k]) / amp_m0
assert abs(damp_run / damp_formula - 1) < 0.05

# Numbers for the text.
t_si = const.physical_constants["atomic unit of time"][0]
a0_fm = const.physical_constants["Bohr radius"][0] * 1e15
print(f"speed of light c = {c:.4f} a.u.")
print(f"2c^2 = {2*c**2:.1f} hartree (hbar = 1)")
print(f"period T = pi/c^2 = {period:.4e} a.u. = {period*t_si:.3e} s")
print(f"amplitude 1/(2c) = {amp0:.4e} bohr = {amp0*a0_fm:.1f} fm")
print(f"grid: {n_grid} points, length {length:.4f} bohr, spacing {dx:.3e} bohr")
print(f"time step T/100 = {dt:.4e} a.u., c^2*dt = {c**2*dt:.5f}")
print(f"split energy shift at p=0.5c: run {e_split-e_test:.5f} hartree")
print(f"split energy shift at p=0.5c: formula {shift_formula:.5f} hartree")
print("PACKET AT REST")
print(f"sigma_p = {sigma:.4f} a.u., sigma_x = {1/(2*sigma):.5f} bohr")
print(f"positive-energy weight = {w_plus:.6f}")
print("t/T, <x> mixed, <x> formula, <x> projected (1e-3 bohr)")
for k_row in (0, 25, 50, 75, 100, 1025, 5925):
    row = 1e3 * np.array([x_mixed[k_row], x_formula[k_row], x_plus[k_row]])
    print(f"{t[k_row]/period:6.2f} {row[0]:9.4f} {row[1]:9.4f} {row[2]:9.4f}")
print(f"largest |run - formula| over 60 T = {err_formula:.2e} of 1/(2c)")
print(f"norm error after 60 T = {norm_error:.1e}")
print(f"drift: formula {drift:.5f} a.u., projected run {slope_plus:.5f} a.u.")
print(f"projected packet off straight line: {resid_plus:.2e} of 1/(2c)")
print(f"frequency/2c^2, first 10 T: run {freqs[0]:.5f}, formula {predicted[0]:.5f}")
print(f"frequency/2c^2, last 10 T: run {freqs[1]:.5f}, formula {predicted[1]:.5f}")
print(f"frequency, last 10 T: {freqs[1]*2*c**2:.1f} hartree (hbar = 1)")
print(f"peak, first period: run {1e3*peaks[0]:.4f}, "
      f"formula {1e3*peak_formula[0]:.4f} (1e-3 bohr)")
print(f"peak, last period: run {1e3*peaks[1]:.4f}, "
      f"formula {1e3*peak_formula[1]:.4f} (1e-3 bohr)")
print(f"step T/25 to T/50: position error ratio {ratio_error:.3f}")
print(f"step T/25 to T/50: projected residual ratio {ratio_resid:.3f}")
print("UPPER COMPONENT ONLY, AT REST")
print(f"negative-energy weight = {w_minus_upper:.5f}")
print(f"largest |<x>| over 10 T = {np.max(np.abs(x_upper)):.1e} bohr")
print("MOVING PACKET")
print(f"p0 = {p0:.3f} a.u., sigma_p = {sigma_m:.4f} a.u., v/c = {v0/c:.4f}")
print(f"positive-energy weight = {w_moving:.4f}")
print(f"frequency/2c^2: run {freq_m:.5f}, E(p0)/c^2 = {e0/c**2:.5f}")
print(f"undamped amplitude = {1e3*amp_m0:.4f} (1e-3 bohr)")
print(f"at t = {t_m[k]/period:.2f} T: separation {separation:.4f} bohr, "
      f"sigma_x {sigma_x_m:.4f} bohr")
print(f"damping factor there: run {damp_run:.4f}, formula {damp_formula:.4f}")
print(f"projected moving packet off line: {resid_moving:.2e} of 1/(2c)")
print("every check passed")
```

It prints:

```
speed of light c = 137.0360 a.u.
2c^2 = 37557.7 hartree (hbar = 1)
period T = pi/c^2 = 1.6729e-04 a.u. = 4.047e-21 s
amplitude 1/(2c) = 3.6487e-03 bohr = 193.1 fm
grid: 512 points, length 2.1892 bohr, spacing 4.276e-03 bohr
time step T/100 = 1.6729e-06 a.u., c^2*dt = 0.03142
split energy shift at p=0.5c: run -0.69079 hartree
split energy shift at p=0.5c: formula -0.69072 hartree
PACKET AT REST
sigma_p = 13.7036 a.u., sigma_x = 0.03649 bohr
positive-energy weight = 0.500000
t/T, <x> mixed, <x> formula, <x> projected (1e-3 bohr)
  0.00    0.0000    0.0000    0.0000
  0.25    3.6519    3.6513    0.0557
  0.50    0.0569    0.0569    0.1113
  0.75   -3.4267   -3.4261    0.1670
  1.00    0.3314    0.3314    0.2226
 10.25    5.4705    5.4701    2.2819
 59.25   14.6705   14.6720   13.1905
largest |run - formula| over 60 T = 7.28e-04 of 1/(2c)
norm error after 60 T = 4.5e-13
drift: formula 1.33117 a.u., projected run 1.33074 a.u.
projected packet off straight line: 1.63e-06 of 1/(2c)
frequency/2c^2, first 10 T: run 1.00430, formula 1.00441
frequency/2c^2, last 10 T: run 1.00040, formula 1.00038
frequency, last 10 T: 37572.6 hartree (hbar = 1)
peak, first period: run 3.5962, formula 3.6485 (1e-3 bohr)
peak, last period: run 1.8612, formula 1.8599 (1e-3 bohr)
step T/25 to T/50: position error ratio 4.011
step T/25 to T/50: projected residual ratio 4.014
UPPER COMPONENT ONLY, AT REST
negative-energy weight = 0.00245
largest |<x>| over 10 T = 3.6e-15 bohr
MOVING PACKET
p0 = 102.777 a.u., sigma_p = 4.1111 a.u., v/c = 0.6000
positive-energy weight = 0.7998
frequency/2c^2: run 1.24916, E(p0)/c^2 = 1.25000
undamped amplitude = 1.8681 (1e-3 bohr)
at t = 7.40 T: separation 0.2036 bohr, sigma_x 0.1216 bohr
damping factor there: run 0.7043, formula 0.7045
projected moving packet off line: 1.15e-04 of 1/(2c)
every check passed
```
